# Sampling an Aerial Image: the Band Limit of Optical Intensity

An immersion scanner with wavelength 193 nm and numerical aperture 1.35 images a mask pattern that repeats every 1000 nm on the wafer. If the intensity is recorded at 28 equally spaced points per period, its value at every other point can be rebuilt with an error below $10^{-14}$ of the clear-field intensity. With 24 points the error is $3\times10^{-3}$, and with 14 points it is 0.13. Straight lines drawn between the 28 good samples put the width of one printed space wrong by 2.5 nm. The samples therefore hold the whole image, provided that they are dense enough and are joined by the right function.

## The field and its band

Let $\mathbf x$ be the lateral position on the wafer, so that mask dimensions are already divided by the reduction ratio. Let $\lambda$ be the vacuum wavelength and $\mathrm{NA}=n\sin\theta$, with $n$ the refractive index of the medium and $\theta$ the largest ray angle in it. Spatial frequencies $\mathbf f$ are in cycles per length. A plane wave at angle $\theta$ has lateral frequency $n\sin\theta/\lambda$, so the pupil passes

$$|\mathbf f|\le f_c,\qquad f_c=\frac{\mathrm{NA}}{\lambda}. \tag{1}$$

The source is a set of mutually incoherent points $s$ with weights $w_s\ge0$. Each gives the wafer field

$$E_s(\mathbf x)=\int_{|\mathbf f|\le f_c}A_s(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f. \tag{2}$$

The amplitude $A_s$ contains the light diffracted by the mask and the aberrations of the lens. It may depend on $s$ in any way, so the mask need not be thin. The wafer is assumed to carry planar, laterally uniform layers. Such layers conserve lateral frequency: at each depth they multiply $A_s(\mathbf f)$ by a factor but create no new $\mathbf f$. Defocus likewise changes only the phase of $A_s$.

Fields from different source points do not interfere on average, so their intensities add:

$$I(\mathbf x)=\sum_s w_s|E_s(\mathbf x)|^2. \tag{3}$$

Insert (2) for $E_s$, with variable $\mathbf f'$, and its conjugate for $E_s^*$, with variable $\mathbf f$. The product of exponentials is $e^{2\pi i(\mathbf f'-\mathbf f)\cdot\mathbf x}$. With $\mathbf q=\mathbf f'-\mathbf f$ this becomes

$$I(\mathbf x)=\int\hat I(\mathbf q)e^{2\pi i\mathbf q\cdot\mathbf x}d^2q,\quad
\hat I(\mathbf q)=\sum_s w_s\int A_s(\mathbf f+\mathbf q)A_s^*(\mathbf f)\,d^2f. \tag{4}$$

The integrand can differ from zero only when both $\mathbf f+\mathbf q$ and $\mathbf f$ lie in the pupil. Then

$$|\mathbf q|=|(\mathbf f+\mathbf q)-\mathbf f|\le|\mathbf f+\mathbf q|+|\mathbf f|\le2f_c\equiv B. \tag{5}$$

This is the band limit of the intensity. It is twice that of the field because intensity records interference between pairs of waves, and the widest pair comes from opposite edges of the pupil. The finest possible fringe has period $1/B=\lambda/(2\mathrm{NA})$. Two samples per finest fringe give the spacing

$$\Delta_0=\frac1{2B}=\frac{\lambda}{4\,\mathrm{NA}}. \tag{6}$$

The source shape does not enter (5). Tilting the illumination moves the diffraction orders across the pupil and changes which pairs interfere, but it does not enlarge the pupil. For a vector field, (3) is also summed over Cartesian components and input polarizations. Each term obeys (5), and so does the sum.

## An isolated pattern

Take first a mask that varies along $x$ alone and has a few openings in a dark surround. The wave from a source point with transverse frequency $s_y$ carries the factor $e^{2\pi is_yy}$, which disappears from $|E_s|^2$. What remains is a one-dimensional problem with $|f_x|\le\sqrt{f_c^2-s_y^2}\le f_c$, so (5) holds along $x$.

The spectrum of a finite opening is bounded, and the pupil is a bounded interval. Hence $A_s$ is both integrable and square-integrable. The first property makes $E_s$ bounded; the second, by Parseval's theorem, makes $\int|E_s|^2dx$ finite. It follows that $\int I\,dx$ is finite, and

$$\int I^2dx\le\Big(\max_x I\Big)\int I\,dx<\infty. \tag{7}$$

The Fourier transform of an integrable function is continuous. Since $\hat I$ vanishes for $|q|>B$, continuity forces $\hat I(\pm B)=0$. There is no sharp spectral line at the band edge, and this is what permits the spacing $\Delta_0$ itself.

Choose a spacing $\Delta\le\Delta_0$ and set $F=1/(2\Delta)\ge B$. On $-F\le q\le F$ the function $\hat I$ can be expanded in a Fourier series of period $2F=1/\Delta$:

$$\hat I(q)=\sum_{j=-\infty}^{\infty}c_j\,e^{-2\pi iqj\Delta},\qquad
c_j=\frac1{2F}\int_{-F}^{F}\hat I(q)e^{2\pi iqj\Delta}dq. \tag{8}$$

Because $\hat I$ is zero outside the interval, the last integral is the full inverse transform at $x=j\Delta$. Therefore

$$c_j=\Delta\,I(j\Delta). \tag{9}$$

The samples are, up to the factor $\Delta$, the Fourier coefficients of the spectrum. Inserting (8) and (9) into the inverse transform gives

$$I(x)=\sum_j\Delta\,I(j\Delta)\int_{-F}^{F}e^{2\pi iq(x-j\Delta)}dq. \tag{10}$$

With $u=x-j\Delta$ the integral is $\sin(2\pi Fu)/(\pi u)=\sin(\pi u/\Delta)/(\pi u)$. Multiplication by $\Delta$ leaves

$$I(x)=\sum_{j=-\infty}^{\infty}I(j\Delta)\,\mathrm{sinc}\!\left(\frac x\Delta-j\right),\qquad \mathrm{sinc}\,t=\frac{\sin\pi t}{\pi t}. \tag{11}$$

The exchange of sum and integral is justified as follows. Let $S_J$ be the series (8) cut at $|j|\le J$. The error of the cut series (11) is at most $\int_{-F}^{F}|\hat I-S_J|\,dq$. By the Cauchy–Schwarz inequality this does not exceed $\sqrt{2F}\,\big(\int_{-F}^{F}|\hat I-S_J|^2dq\big)^{1/2}$, which tends to zero for a square-integrable $\hat I$. The bound does not contain $x$, so convergence is uniform.

Equation (11) was tested on a single 60 nm opening, lit from 12 source points on a ring at 0.75 of the pupil radius. The field was found by integration over the opening in real space. At spacing $\Delta_0$, and within 150 nm of the centre, the series with 6001 samples differs from the direct image by $1\times10^{-15}$ of clear field. The peak of the image is 0.37. With 21 samples the difference is $3\times10^{-5}$. At $1.5\Delta_0$ with 6001 samples it is $2\times10^{-2}$, which further samples at that spacing cannot remove.

Symmetry speeds up the convergence. The image of this centred opening under a symmetric source is even, so the terms $j$ and $-j$ combine. With $\xi=x/\Delta$,

$$\mathrm{sinc}(\xi-j)+\mathrm{sinc}(\xi+j)=\frac{(-1)^j\sin\pi\xi}{\pi}\,\frac{2\xi}{\xi^2-j^2}. \tag{12}$$

A field cut off sharply in frequency falls as $1/x$, and its intensity as $1/x^2$. The paired terms thus fall as $j^{-4}$, and the neglected tail at least as fast as $J^{-3}$. This estimate adds magnitudes and ignores any cancellation between terms, so the actual error can be smaller.

## Patterns that do not die away

A clear background or a grating does not have finite energy, and (7) fails. A spacing strictly below $\Delta_0$ still suffices. Since $1/\Delta>2B$, there is a gap between $B$ and $1/\Delta-B$. Choose a smooth function $\hat g(\nu)$ that equals 1 for $|\nu|\le B$ and 0 for $|\nu|\ge1/\Delta-B$. Its inverse transform $g(x)$ decays faster than any power of $x$.

For one frequency $q$ in the band, apply Poisson's summation formula, $\Delta\sum_jh(j\Delta)=\sum_k\hat h(k/\Delta)$, to $h(t)=e^{2\pi iqt}g(x-t)$. The substitution $u=x-t$ gives $\hat h(k/\Delta)=e^{2\pi i(q-k/\Delta)x}\,\hat g(q-k/\Delta)$, hence

$$\Delta\sum_je^{2\pi iqj\Delta}g(x-j\Delta)=\sum_k\hat g\!\left(q-\frac k\Delta\right)e^{2\pi i(q-k/\Delta)x}=e^{2\pi iqx}. \tag{13}$$

For $k\ne0$ we have $|q-k/\Delta|\ge1/\Delta-B$, where $\hat g=0$; the term $k=0$ has $\hat g(q)=1$. An intensity that is a sum of lines and a continuous spectrum, with finite total amplitude, is a superposition of such waves. The sum over $j$ converges absolutely, so the superposition may be taken inside it:

$$I(x)=\Delta\sum_jI(j\Delta)\,g(x-j\Delta),\qquad \Delta<\Delta_0. \tag{14}$$

At $\Delta=\Delta_0$ the gap closes, and a line at the band edge can be lost. Let two coherent beams with frequencies $\pm1/(4\Delta)$ interfere with relative phase $\varphi$:

$$I_\varphi(x)=\tfrac12\left|e^{i\pi x/(2\Delta)}+e^{-i\pi x/(2\Delta)+i\varphi}\right|^2=1+\cos\!\left(\frac{\pi x}\Delta-\varphi\right). \tag{15}$$

For $\varphi=\pm\pi/2$ this is $1\pm\sin(\pi x/\Delta)$. Both images equal 1 at every $x=j\Delta$, yet between samples they differ by up to 2. The beams pass the pupil if $1/(4\Delta)\le f_c$, that is, if $\Delta\ge\Delta_0$. So for the full class of images no coarser uniform spacing will do, and $\Delta_0$ itself needs the condition that there be no line at $B$.

## A periodic pattern from finitely many samples

If the mask has period $P$, the intensity contains only the frequencies $m/P$. By (5),

$$I(x)=\sum_{m=-M}^{M}C_m\,e^{2\pi imx/P},\qquad M=\left\lfloor\frac{2\,\mathrm{NA}\,P}{\lambda}\right\rfloor. \tag{16}$$

Take $N$ samples at $x_j=jP/N$, $j=0,\dots,N-1$. From (16),

$$\frac1N\sum_jI(x_j)e^{-2\pi imj/N}=\sum_{m'}C_{m'}\,\frac1N\sum_je^{2\pi i(m'-m)j/N}. \tag{17}$$

The inner average is 1 if $m'-m$ is a multiple of $N$; otherwise it is a geometric sum over a closed set of roots of unity, and is zero. Since $|m'-m|\le2M$, the condition

$$N\ge2M+1 \tag{18}$$

leaves $m'=m$ alone, and (17) returns $C_m$. Putting this back into (16) gives

$$I(x)=\sum_{j=0}^{N-1}I(x_j)K(x-x_j),\qquad K(u)=\frac1N\sum_{m=-M}^{M}e^{2\pi imu/P}. \tag{19}$$

To sum $K$, write $z=e^{2\pi iu/P}$. The geometric series is $z^{-M}(z^{2M+1}-1)/(z-1)$. Dividing numerator and denominator by $z^{1/2}$ makes both differences of conjugate phases:

$$K(u)=\frac1N\,\frac{z^{M+1/2}-z^{-M-1/2}}{z^{1/2}-z^{-1/2}}=\frac{\sin[(2M+1)\pi u/P]}{N\sin(\pi u/P)}. \tag{20}$$

At $u=0$ its value is the limit $(2M+1)/N$.

Reconstruction with the kernel $K$ does not magnify measurement noise. If the samples carry independent errors of equal variance $\epsilon^2$, the variance at $x$ is $\epsilon^2\sum_jK(x-x_j)^2$. Since $K$ is real, $K^2=KK^*$; the double sum over $m,m'$ is reduced by the same orthogonality to its $2M+1$ diagonal terms, each equal to $N/N^2$:

$$\sum_jK(x-x_j)^2=\frac{2M+1}N\le1. \tag{21}$$

In two dimensions the disc $|\mathbf q|\le B$ lies inside the square $|q_x|,|q_y|\le B$. The argument can be applied along each axis in turn, with kernel $K(u_x)K(u_y)$ on a square grid. For a contact pattern of period 500 nm, $14\times14$ samples at spacing 35.7 nm reproduced the direct image to $4\times10^{-16}$ of clear field.

## Numbers for an immersion exposure

For $\lambda=193$ nm and $\mathrm{NA}=1.35$,

$$f_c=\frac{1.35}{193\ \mathrm{nm}}=6.995\ \mu\mathrm m^{-1},\quad B=13.99\ \mu\mathrm m^{-1},\quad \Delta_0=\frac{193\ \mathrm{nm}}{5.40}=35.74\ \mathrm{nm}. \tag{22}$$

The mask of period 1000 nm has clear openings of 90, 70 and 180 nm. The source is an annulus from 0.6 to 0.9 of the pupil radius, represented by 572 points. The direct image is the sum (3), with a scalar field in focus.

Here $2\,\mathrm{NA}\,P/\lambda=13.99$, so $M=13$. This line is present, with $|C_{13}|=3.9\times10^{-4}$, and nothing above it exceeds $2\times10^{-16}$. Oblique light is needed to produce it. On axis, orders $-6$ to 6 pass and the largest difference is 12. With a source offset of $4.5\ \mu\mathrm m^{-1}$, orders $-11$ and 2 arrive at $\mp6.5\ \mu\mathrm m^{-1}$, inside the pupil, and beat at line 13.

Condition (18) asks for 27 samples. With 28 the spacing is 35.71 nm, just inside $\Delta_0$. With 27 it is 37.04 nm, outside $\Delta_0$, and the reconstruction is still correct to rounding. This does not contradict (15): knowledge of the period excludes all frequencies between lines, and the highest line, at $13\ \mu\mathrm m^{-1}$, lies below $B$.

With 24 samples the kernel can keep only lines up to 11. Line 12 is dropped, and line 13 is mistaken for line $13-24=-11$. Line 13 and its conjugate cause an error of at most $4|C_{13}|=1.6\times10^{-3}$: half because they are missing, half because they appear in the wrong place. The observed $3.0\times10^{-3}$ therefore includes a contribution from line 12. With 14 samples the spacing is 71.4 nm, just below $\lambda/(2\mathrm{NA})=71.5$ nm. That spacing would serve for the complex field under on-axis coherent light; for the intensity it gives an error of 0.13.

At a threshold of 0.30 of clear field, the 180 nm opening prints as a space 187.8 nm wide, both in the direct image and in the one rebuilt from 28 samples. Linear interpolation of the same samples gives 190.3 nm. Its largest intensity error is 0.049 of clear field. These two errors, and those quoted for 24 and 14 samples, depend on where the sampling grid starts, here at $x=0$; for other starting points the width error of linear interpolation ranges from 2.4 to 3.6 nm. The noise factor from (21) is $\sqrt{27/28}=0.98$.

## What the reconstruction does and does not secure

Exact reconstruction of a model image does not make that image accurate. The effects below were each added alone, with the threshold held at 0.30. The values of the process parameters are rough.

| Effect | Change of space width (nm) |
|---|---|
| Unpolarized vector field, resist index 1.7 | +2.7 |
| Defocus of 40 nm in resist | +1.3 |
| Acid diffusion length of 8 nm | +0.8 |
| Each mask edge moved in by 2 nm | −4.1 |

The vector entry includes only the tilt of the polarization in the resist. It omits the obliquity (radiometric) factor of the lens and the Fresnel transmission from water into resist, which are of the same size: for 4× reduction and water of index 1.437, adding the first changes the entry to about −0.3 nm, and adding both to about +0.8 nm. In all four cases the spectrum beyond $B$ stayed at rounding level, although the image changed by 0.01 to 0.03 of clear field. Diffusion is modelled here as a linear blur of the intensity, as if the acid were proportional to $I$. It then multiplies $\hat I$ by a factor and cannot widen the band. A source grid twice as fine moves the width by −0.2 nm, and finer grids leave it at 187.6 nm. The highest line is more sensitive to the grid: for a finely resolved annulus $|C_{13}|$ falls from $3.9\times10^{-4}$ to $3.0\times10^{-4}$, and the error with 24 samples from $3.0\times10^{-3}$ to $2.6\times10^{-3}$.

The wavelength and aperture are those of water-immersion ArF scanners, and annular sources of this kind are used on them. The three openings and the threshold are arbitrary choices. Real masks have topography that is not small compared with the wavelength; the edge shift is a crude stand-in for it, and suggests that the width above is uncertain by several nanometres. Reflection from below the resist adds standing waves. For 0.5 % reflected intensity at normal incidence, the peak rises by $2\sqrt{0.005}+0.005=15\,\%$. If the whole image is scaled by this factor, the width at fixed threshold changes by more than any entry in the table. The standing wave thus changes the image with depth, but it leaves the lateral band alone. A laser bandwidth of 0.3 pm shifts $\Delta_0$ by only $6\times10^{-5}$ nm. Through dispersion in the lens it also spreads the focus, which changes the image but not the band limit; that change is not computed here. The assumption that matters for the theorem itself is lateral uniformity: structures buried under the resist scatter light into frequencies that never passed the pupil, and (5) then no longer holds near them. The size of that effect depends on the structure and is not estimated here.

The band limit also ends where the resist responds nonlinearly. The square of $I$ contains sums of two image frequencies and can reach $2B$; higher powers reach further. For an acid yield $1-e^{-I}$, with $I$ in units of clear field, lines beyond $B$ reach $7\times10^{-4}$. Rebuilding the acid profile from its own 28 samples leaves an error of $3\times10^{-3}$, on a scale where complete conversion is 1. Rebuilding $I$ first and applying the response afterwards is correct to rounding. Under the assumptions of (2), the intensity is thus the quantity to store on the coarse grid, and exposure and threshold should be evaluated after interpolation. The numerical output below lists the values for each case.

## Values computed for the example and the checks

```
wavelength 193.0 nm, NA 1.35
annular source, inner 0.6, outer 0.9 of pupil radius
mask period 1000 nm, clear intervals (nm): [(100.0, 190.0), (330.0, 400.0), (620.0, 800.0)]
pupil cutoff NA/lambda = 6.9948 per um
intensity cutoff 2NA/lambda = 13.9896 per um
sampling limit lambda/(4NA) = 35.7407 nm
source points used: 572
highest allowed harmonic: 13, its size 3.936e-04
largest harmonic beyond the band: 1.8e-16
28 samples, spacing 35.714 nm: max error 5.44e-15 of clear field
27 samples, spacing 37.037 nm: max error 7.66e-15 of clear field
24 samples, spacing 41.667 nm: max error 2.99e-03 of clear field
20 samples, spacing 50.000 nm: max error 2.74e-02 of clear field
14 samples, spacing 71.429 nm: max error 1.25e-01 of clear field
image at x = 710 nm: direct 0.780163, rebuilt 0.780163
threshold 0.30 of clear field; space width: direct 187.8461 nm, rebuilt 187.8461 nm
space width by linear interpolation 190.3453 nm, error +2.499 nm
linear interpolation: max intensity error 0.0489
rms noise gain with 28 samples: 0.9820
isolated 60 nm opening, peak 0.3661, checked within 150 nm:
  spacing equal to limit, 6001 samples: error 1.2e-15
  spacing equal to limit, 21 samples: error 2.7e-05
  spacing 1.5 times limit, 6001 samples: error 1.8e-02
two-beam pair, spacing 1.00 x limit: sample gap 6e-14, true gap 2.000 (mean intensity 1)
two-beam pair, spacing 1.05 x limit: sample gap 5e-14, true gap 2.000 (mean intensity 1)
2D contacts, period 500 nm, 14 x 14 samples, spacing 35.714 nm: error 3.9e-16
2D: largest component outside the disc 3.5e-18
effects left out (rough process values), change of space width:
  unpolarized vector image, resist index 1.7: +2.720 nm, max intensity change 0.0338, beyond band 5e-17
  defocus 40 nm in resist: +1.343 nm, max intensity change 0.0199, beyond band 7e-17
  acid diffusion length 8 nm: +0.790 nm, max intensity change 0.0112, beyond band 1e-16
  mask edges moved in by 2 nm each: -4.087 nm, max intensity change 0.0313, beyond band 2e-16
  source grid twice as fine: -0.2451 nm
standing wave, 0.5 % reflectivity: peak intensity change 14.6 % (normal incidence)
laser bandwidth 0.3 pm: spread of sampling limit 5.6e-05 nm
acid 1-exp(-I): largest harmonic beyond band 6.9e-04
  rebuild I, then acid: error 3.3e-15
  rebuild acid from its own samples: error 2.9e-03
```
